\section*{Linear magnetoresistance in a disc network: conditions, algorithm and limits}

\section{What symmetry and units already decide}

A thin conducting sheet has two material numbers, both in ohms: its sheet resistance $R$ and its sheet Hall resistance $H=R\beta$, where $\beta=\mu B$, $\mu$ is the mobility and $B$ the perpendicular field. A disc cut from it, with four equal terminals, obeys a linear law $v=Zi$ between terminal voltages and the currents entering the disc. Let the terminals have a fixed angular width. Then no length can appear in $Z$, since $Z$, $R$ and $H$ are all in ohms and the disc has only one independent length, its radius.

Number the terminals east, north, west, south. Fourfold symmetry makes $Z$ circulant. Currents sum to zero and a common voltage is irrelevant, so three independent currents remain:
\begin{equation}
d_x=(-1,0,1,0),\quad d_y=(0,-1,0,1),\quad a=(1,-1,1,-1).
\end{equation}
The first two carry current along $x$ and $y$; the third alternates. A circulant matrix on this space is a combination of
\begin{equation}
P_1=\tfrac12(d_xd_x^T+d_yd_y^T),\qquad P_2=\tfrac14aa^T,
\end{equation}
and an antisymmetric matrix $A$ with $A_{k+1,k}=-A_{k,k+1}=\tfrac14$. Three coefficients remain to be found.

Units also restrict the network. If every disc has the same $R$ and the Hall resistances scale with $B$, the longitudinal resistance is $\rho_{xx}=R\,\Phi(\beta)$, with $\beta$ now formed from the mean mobility. Write $\beta$ as the mean Hall resistance divided by $R$. Should $R$ drop out of the answer at large field when the Hall resistances are held fixed, $\Phi$ must be proportional to $\beta$, and $\rho_{xx}$ to $B$. Whether it drops out is the physical question.

The obvious scheme gives the discs random mobilities, attaches metal bars to two sides, and raises $B$ until a straight line appears. It has three faults, and each fixes one part of a better scheme.

\section{The disc}

For positive carriers $E=R(J+\beta\,\hat z\times J)$; electrons reverse the Hall term. Inside a uniform disc $\nabla\cdot J=0$ and $\nabla\times E=0$. The curl of $\hat z\times J$ is $\hat z\,\nabla\cdot J=0$, so $J$ is curl-free too and $J=-\nabla\psi$ with $\psi$ harmonic. Let $\chi$ be its conjugate, $\nabla\chi=\hat z\times\nabla\psi$. Then $-\nabla V=-R\nabla\psi-R\beta\nabla\chi$, or
\begin{equation}
V=R(\psi+\beta\chi).
\end{equation}
Assume that each terminal is an arc of angular width $w$ fed uniformly, and define its voltage as the arc average; $\sum_k v_ki_k$ is then the power. The injected current fixes $\partial_r\psi$ on the rim, hence $\psi$, whatever the field.

With $s(x)=\sin x/x$ and disc radius $r_0$, the inward current density from terminal $l$ has Fourier components $(i_l/\pi r_0)\,s(nw/2)\cos n(\theta-\theta_l)$. Since $\partial_r(r/r_0)^n=n/r_0$ at the rim, $\psi$ there has components $(i_l/\pi n)\,s(nw/2)\cos n(\theta-\theta_l)$. In $\chi$ the cosine becomes a sine. Averaging over the receiving arc gives a second factor $s(nw/2)$. Hence
\begin{equation}
A_{kl}=\frac1\pi\sum_{n\ge1}\frac{s^2(nw/2)}{n}\sin n(\theta_k-\theta_l).
\end{equation}
Without the factor $s^2$ the sum is $(\pi-\theta)/2$ for $0<\theta<2\pi$. The factor averages this straight line symmetrically about $\theta$, which changes nothing while the arcs do not overlap. At $\theta=\pi/2$ the element is $(1/\pi)(\pi/4)=\tfrac14$; opposite terminals give zero.

The symmetric part has cosines instead. On $d_x$ it gives the factor $1-\cos n\pi$, which is 2 for odd $n$. For quarter arcs, $w=\pi/2$, $s^2(n\pi/4)=8/(\pi^2n^2)$ at odd $n$, so
\begin{equation}
s_1=\frac{16}{\pi^3}\sum_{n\ \rm odd}\frac1{n^3}=\frac{14\zeta(3)}{\pi^3}=0.5428 .
\end{equation}
On $a$ the factor is $1-2\cos(n\pi/2)+\cos n\pi$, which is 4 for $n=2m$ with $m$ odd and zero otherwise. As $s^2(m\pi/2)=4/(\pi^2m^2)$,
\begin{equation}
s_2=\frac4\pi\sum_{m\ \rm odd}\frac1{2m}\frac4{\pi^2m^2}=\frac{7\zeta(3)}{\pi^3}=\frac{s_1}{2}.
\end{equation}
The disc law is therefore
\begin{equation}
Z=R(s_1P_1+s_2P_2)+HA. \label{Z}
\end{equation}
A finite-element solution from the conductivity tensor, at $\beta=0$ and 2, differs from it by at most $1.9\times10^{-4}R$ in any element.

From the definition, $Ad_x=d_y/2$ and $Ad_y=-d_x/2$, so $A^2=-P_1/4$. Multiplying $Rs_1P_1+HA$ by $Rs_1P_1-HA$ then gives $(R^2s_1^2+H^2/4)P_1$, and the inverse on zero-sum currents is
\begin{equation}
Y=\frac{Rs_1P_1-HA}{R^2s_1^2+H^2/4}+\frac{P_2}{Rs_2}.
\end{equation}

\section{First fault: the contacts}

In a network of identical discs carrying unit current along $x$, every disc has $i=d_x$. The drops $v_W-v_E=d_x^Tv$ and $v_S-v_N=d_y^Tv$ are $2s_1R$ and $H$. For general currents,
\begin{equation}
E_x=2s_1RJ_x-HJ_y,\qquad E_y=HJ_x+2s_1RJ_y ,
\end{equation}
with fields and currents counted per disc. There is no magnetoresistance. But if metal shorts the Hall voltage, $E_y=0$ forces $J_y=-HJ_x/(2s_1R)$ and
\begin{equation}
\frac{E_x}{J_x}=2s_1R+\frac{H^2}{2s_1R}.
\end{equation}
This is the limit of a sample much shorter than it is wide, where the bars short the Hall voltage everywhere: a uniform material then shows a resistance growing as $B^2$. In a continuous uniform square with bars on two opposite sides the short acts only near the bars, and the resistance is $\sqrt{(2s_1R)^2+H^2}$. At large field this is a straight line, produced by the contacts and not by disorder. The cure is to remove the contacts: join the $N\times N$ square into a torus, impose the mean current, and compute the mean voltage drop.

Current conservation is built in by giving each void between discs a stream value $\Psi$. With corners named by compass, the currents entering a disc are
\begin{align}
i_E&=\Psi_{SE}-\Psi_{NE}, & i_N&=\Psi_{NE}-\Psi_{NW},\nonumber\\
i_W&=\Psi_{NW}-\Psi_{SW}, & i_S&=\Psi_{SW}-\Psi_{SE}. \label{stream}
\end{align}
They sum to zero, and what leaves one disc enters the next. Write this as $i=Q\Psi+d_b$, where $d_b$ (on every disc) carries the mean current along $b=x$ or $y$. Voltages around each void must add to zero, so
\begin{equation}
Q^TZ(Q\Psi+d_b)=0,\qquad
\rho_{ab}=\frac1{N^2}\sum_{\rm discs}d_a^TZ(Q\Psi+d_b). \label{loop}
\end{equation}
One $\Psi$ is set to zero, as a constant carries no current. The sparse system has $N^2-1$ unknowns.

Kirchhoff's current law gives an independent route. Let $P$ copy node voltages $V$ to the disc terminals and let $e_b=d_b/2$ be a unit drop across each disc. Then $P^TY(PV+e_b)=0$, and the mean current gives the conductance tensor, $g_{ab}=N^{-2}\sum e_a^TY(PV+e_b)$, with $\rho=g^{-1}$. On a $12\times12$ network with $R$ drawn from 0.5 to 2 and $H$ from $-3$ to 6, in common units, the two tensors agree to $3\times10^{-15}$.

\section{Second fault: mobility alone does nothing}

Let all discs have the same carrier density $n$ and thickness $t$. Then $R=1/(ne\mu t)$ is random but $H=B/(net)$ is not. By (\ref{stream}), the Hall voltage at the east terminal is
\begin{equation}
\frac H4(i_S-i_N)=H\left[\bar\Psi-\frac{\Psi_{NE}+\Psi_{SE}}2\right],
\end{equation}
where $\bar\Psi$ is the mean of the disc's four corner values. The other terminals follow by rotation. The term $H\bar\Psi$ is common to the disc and can be absorbed in its free voltage constant. What remains depends only on the two voids beside the terminal, so with equal $H$ the two discs meeting there agree on it. The Hall voltages cancel around every void, and the currents are those at $B=0$.

The mean Hall drop along $x$ is $H$ times the mean change of $\Psi$ along $x$, that is $-HJ_y$. With $J_y=0$ it vanishes. Thus $\rho_{xx}$ does not depend on $B$, however wide the mobility distribution. For a $64\times64$ map at mean $\beta=9$ the computed change is $2\times10^{-14}\,\%$, which is rounding.

So the Hall coefficient must vary. The simplest choice gives every disc the same $R$ and a random $\mu$, so that $n\propto1/\mu$. Here $\mu$ is drawn uniformly about its mean with relative standard deviation $\Delta=0.4$; its extremes are $1\pm\sqrt3\Delta$ times the mean, all positive.

To see what drives the effect, take the loop equation of a void and collect the Hall part of the coefficient of the void to its south. The disc on the left of the link contributes $H_d/2$ and the one on the right $-H_{d'}/2$. Neighbouring voids are thus coupled by
\begin{equation}
\tfrac12(H_d-H_{d'}), \label{coupling}
\end{equation}
and rotation gives the other links. The mean Hall resistance $\bar H$ cancels. With equal $R$, $\rho_{xx}$ therefore depends on the deviations $h=H-\bar H$ alone, which scale as $\Delta\beta$. For a given shape of distribution, strong magnetoresistance needs $\Delta\beta$ of order one, not merely $\beta$.

\section{Growth with field}

\subsection{Weak field}

Start from equal discs, $i=d_x$, and add $X=hA$. The first-order change $d_x^TXd_x$ vanishes by antisymmetry. Write $Z_0=R(s_1P_1+s_2P_2)$. Eliminating $\Psi$ from (\ref{loop}) gives the second-order change $-N^{-2}d_x^TXGXd_x$, with $G=Q(Q^TZ_0Q)^{-1}Q^T$. Since $Xd_x=hd_y/2$ and $d_x^TX=-hd_y^T/2$, the two minus signs give an increase. For uncorrelated discs only equal-site terms survive the average. As $d_y$ has squared length 2,
\begin{equation}
\rho_{xx}=2\left[s_1R+\Gamma_0\frac{\langle h^2\rangle}4\right]+O(B^4). \label{weak}
\end{equation}

Here $\Gamma_0$ is the response of a disc's through current to a voltage on itself. For a wave of $\Psi$ with wave vector $k$, equation (\ref{stream}) gives $|i_W-i_E|=4|\cos(k_x/2)\sin(k_y/2)|$. With the normalized mode $d_x/\sqrt2$ and its partner along $y$, the through weight is
\begin{equation}
T=8\left[\sin^2\tfrac{k_y}2\cos^2\tfrac{k_x}2+\sin^2\tfrac{k_x}2\cos^2\tfrac{k_y}2\right].
\end{equation}
The alternating amplitude is $i_E+i_W$, with weight $D=16\sin^2(k_x/2)\sin^2(k_y/2)$. If the through modes have impedance $\zeta$,
\begin{equation}
\Gamma(\zeta)=\frac12\left\langle\frac{T}{\zeta T+s_2RD}\right\rangle_k,\qquad\Gamma_0=\Gamma(s_1R). \label{gamma}
\end{equation}
With $\langle h^2\rangle=(R\beta\Delta)^2$, the relative magnetoresistance is $\Gamma_0R\Delta^2\beta^2/(4s_1)=0.0493\,\beta^2$. Eight $64\times64$ maps at $\beta=0.1$ give 0.0494.

\subsection{Strong field}

Single-site theory replaces the surroundings of a disc by a uniform network with through impedance $\zeta$ and Hall resistance $\bar H$; the latter follows from the symmetric distribution. As $A$ turns $d_x$ into $d_y/2$, it acts as $i/2$ on a complex through current. The disc's excess impedance is $\delta=s_1R-\zeta+ih/2$. Its current is the uniform one divided by $1+\Gamma\delta$, and consistency requires
\begin{equation}
\left\langle\frac1{1+\Gamma\delta}\right\rangle=1,\qquad\rho_{xx}=2\zeta.
\end{equation}
Here $h/2$ is uniform on $(-Y,Y)$ with $Y=\sqrt3\Delta R\beta/2$. The imaginary part averages to zero, and the real part gives
\begin{equation}
\arctan\frac{\Gamma Y}{c}=\Gamma Y,\qquad c=1+\Gamma(s_1R-\zeta). \label{cpa}
\end{equation}

When $\zeta\gg R$, the alternating term in (\ref{gamma}) matters only near $k=(\pi,\pi)$, so $\Gamma\zeta\to\frac12$ and $c\to\frac12$. Put $q=\Gamma Y$. Then $\tan q=2q$, $\zeta=Y/(2q)$, and
\begin{equation}
\frac{\rho_{xx}(B)}{\rho_{xx}(0)}\to\frac{\sqrt3\,\Delta}{4qs_1}\,\beta=0.274\,\beta .
\end{equation}
Since $Y$ contains only the Hall resistance $R\beta$, in this limit of the theory $\rho_{xx}=2\zeta$ does not depend on $R$ at fixed Hall resistances, and the growth is linear.

Four $64\times64$ maps, the same at every field, give these ratios to zero field:
\begin{center}
\begin{tabular}{rrr}
$\beta$ & network & single-site\\
1 & 1.048 & 1.048\\
9 & 2.79 & 2.76\\
30 & 8.4 & 8.3\\
100 & 27.5 & 27.3\\
300 & 82 & 82
\end{tabular}
\end{center}
The logarithmic slope of the network is 0.92 from $\beta=9$ to 30, 0.98 from 30 to 100, and 1.00 from 100 to 300. The standard deviation between maps is 8\,\% at $\beta=300$, so the last slope is uncertain by a few hundredths. The close match with single-site theory is partly chance: sixteen other maps give $28.3\pm0.3$ and $86.4\pm1.4$ at $\beta=100$ and 300, some 4 to 6\,\% above it. The data support nearly linear growth between $\beta=30$ and 300 for disorder uncorrelated from disc to disc. If the same distribution is smoothed over two to four discs, as in a layer that varies gradually, the slope from $\beta=30$ to 100 drops to about 0.8 ($80\times80$, two maps each). They do not prove an exponent of one for an infinite network at unlimited field. Single-site theory cannot settle that either, because it neglects current paths correlated over many discs.

\section{Third fault: taking the field to infinity first}

At fixed $N$ the loop matrix is a dissipative part plus $\beta$ times the antisymmetric part built from (\ref{coupling}). If the driven subspace of the latter is invertible, $\Psi$ tends to a field-independent, though spatially non-uniform, pattern as $\beta\to\infty$. The currents, the dissipation and hence $\rho_{xx}$ then saturate.

One possible exception can be excluded. The four couplings of a void sum to zero, so for even $N$ a checkerboard pattern $u=\pm1$ is annihilated by the antisymmetric part. Were it driven by a source proportional to $\beta$, the resistance would grow as $B^2$. A link with coupling $g$, across which the imposed stream function changes by $\ell$, contributes $g\ell(u_f+u_{f'})$ to that source. This is zero, since $u$ changes sign along every link.

Other accidental null patterns are not excluded by this argument, so saturation was tested. From $\beta=10^6$ to $10^7$, the median growth over nine maps is below 0.01\,\% for $N=6$, 7, 12 and 24. The typical map has thus saturated, though single maps can still grow by a few percent in this range. The median plateaus of $\rho_{xx}(B)/\rho_{xx}(0)$ are about 540, 850, 530 and 3900. The plateau scatters widely between maps (upper quartile 6 to 14 times the lower), so nine maps fix the median poorly; 150, 150, 80 and 30 maps give about 120, 330, 920 and 5400, rising steadily with $N$. ``Nonsaturating'' can thus refer only to $N\to\infty$ taken before $B\to\infty$. In practice one compares sizes at fixed field: at $\beta=100$, twelve maps with $N=32$ give 29.2, against 27.5 for $N=64$. The 6\,\% difference comes from sampling: 60 maps with $N=32$ and 16 with $N=64$ give $28.2\pm0.3$ and $28.1\pm0.3$ (standard errors).

\section{A silicon layer in numbers}

Take rough values for lightly doped n-type silicon at 77 K: mean mobility $10^4$ cm$^2$/Vs, density scale $10^{15}$ cm$^{-3}$, thickness 5 $\mu$m and disc diameter 50 $\mu$m. In SI units
\begin{equation}
R=\frac1{(1.602\times10^{-19})(10^{21})(1)(5\times10^{-6})}=1248\ \Omega ,
\end{equation}
and the zero-field network resistance is $2(0.5428)(1248)=1355\ \Omega$. Since $\beta=1$ at 1 T, the ratio 2.79 at 9 T gives about 3.8 k$\Omega$, a magnetoresistance of 179\,\%. At 1 T and 3 T it is 4.8\,\% and 36\,\%. These numbers belong to quarter-arc terminals, which cover the whole rim. Narrower terminals raise $s_1$ and $s_2$ but not the Hall element, and the effect shrinks: on one $48\times48$ map the 9 T value falls from 172\,\% at $w=\pi/2$ to 121, 80 and 52\,\% at $w=1$, 0.5 and 0.2.

The equal sheet resistance is an idealization. Keeping the Hall resistances of one map but giving all discs the same mobility, so that density alone varies, gives 196\,\% at 9 T, against 176.5\,\% for the same map with equal sheet resistances. Varying mobility alone gives zero. In this model the varying Hall coefficient is what matters.

Set beside a real layer, the disorder is extreme: the density runs from $0.59$ to $3.3\times10^{15}$ cm$^{-3}$, whereas a good wafer is uniform to some percent. With $\Delta=0.04$ the 9 T result equals that of $\Delta=0.4$ at 0.9 T, about 4\,\%. Silicon also breaks the assumption that a uniform disc has no magnetoresistance of its own. A Boltzmann estimate with six anisotropic valleys and scattering time proportional to $E^{-1/2}$ ($E$ is the carrier energy) gives 25\,\% at 1 T and 85\,\% at 9 T for a field along a cube axis of the crystal; along a body diagonal it gives about 14\,\% and 29\,\%. At this temperature and doping, ionized impurities scatter about as strongly as the lattice. Adding a rate proportional to $E^{-3/2}$ that lowers an assumed lattice mobility of $2.2\times10^4$ to $10^4$ cm$^2$/Vs changes these to 22\,\% and 89\,\%, and 9\,\% and 35\,\%. At 1 T the cube-axis value exceeds the network effect four- to fivefold, so a measured curve could not be assigned to disorder from its size alone.

Landau quantization is also not negligible at 9 T, where the largest level spacing, that of the valleys whose long axis lies along the field, is $0.83\,kT$. Only part of the donors are ionized, so the electron density would follow temperature: the fraction is about two thirds if only the donor ground state is counted, and about one half if the nearby excited 1s states of phosphorus are included. The other assumptions hold better: the density is $3\times10^{-4}$ of the band's effective density of states, so the carriers are nondegenerate, and the mean free path (about 0.2 $\mu$m) and screening length (about 0.07 $\mu$m) are far below the disc diameter. The table's entries above $\beta=9$ test the network law and are not predictions for silicon. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
disc through-mode factor s1: 0.54275
disc alternating-mode factor s2: 0.27138
Hall element, arc width 0.3 rad: 0.25000
largest finite-element deviation of Z/R: 1.9e-04
node solver minus loop solver, largest element (R units): 2.7e-15
temperature: 77 K; mean mobility: 10000 cm2/Vs
density scale: 1.0e+15 cm^-3; mobility spread: 0.40
thickness: 5 um; disc diameter: 50 um
disc sheet resistance: 1248.3 ohm
network resistance at zero field: 1355.0 ohm
density range over discs: 5.91e+14 to 3.26e+15 cm^-3
uniform density, random mobility, 9 T: MR = 2.2e-14 %
random density, uniform mobility, 9 T: MR = 196.1 %
weak-field MR/beta^2: network 0.04937, formula 0.04934
equal sheet resistance, N = 64, 4 maps; rho/rho(0):
 beta     1: network 1.0482 (map s.d. 0.0013), theory 1.0476, Hall/(R0 beta) 0.9949
 beta     3: network 1.3575 (map s.d. 0.0094), theory 1.3515, Hall/(R0 beta) 0.9937
 beta     9: network 2.7945 (map s.d. 0.0555), theory 2.7565, Hall/(R0 beta) 0.9903
 beta    30: network 8.4193 (map s.d. 0.3002), theory 8.2953, Hall/(R0 beta) 0.9863
 beta   100: network 27.4748 (map s.d. 1.3639), theory 27.2632, Hall/(R0 beta) 0.9855
 beta   300: network 82.2165 (map s.d. 6.4118), theory 81.8393, Hall/(R0 beta) 0.9901
 exponent from beta 9 to 30: network 0.916, theory 0.915
 exponent from beta 30 to 100: network 0.982, theory 0.988
 exponent from beta 100 to 300: network 0.998, theory 1.001
theory, limiting slope of rho/rho(0) per unit beta: 0.2738
silicon example, 1 T: 1420.3 ohm, MR = 4.8 %
silicon example, 3 T: 1839.4 ohm, MR = 35.7 %
silicon example, 9 T: 3786.6 ohm, MR = 179.4 %
rho/rho(0) at beta 100 with N = 32: 29.1997
N = 6: median plateau of rho/rho(0) 536.56, growth from beta 1e6 to 1e7: factor 1.00000
N = 7: median plateau of rho/rho(0) 852.99, growth from beta 1e6 to 1e7: factor 1.00000
N = 12: median plateau of rho/rho(0) 528.47, growth from beta 1e6 to 1e7: factor 1.00000
N = 24: median plateau of rho/rho(0) 3862.38, growth from beta 1e6 to 1e7: factor 1.00008
homogeneous silicon's own MR, 1 T: 24.9 %
homogeneous silicon's own MR, 9 T: 85.3 %
Landau spacing / kT at 9 T: 0.83
degeneracy measure n/Nc: 2.8e-04
ionized donor fraction (45 meV donor): 0.67
mean free path: 171 nm; screening length: 66 nm
thickness / disc diameter: 0.10
\end{verbatim}
